# Frequency-dependent diffusion in an uncoupled continuous-time random walk

## Form of the answer

A walker rests at a point, jumps, rests again, and so on. The waits are independent draws from a density $\psi(t)$. The jump vectors $\boldsymbol\Delta$ are independent of each other and of the waits, which is the meaning of "uncoupled". They have zero mean and isotropic second moments in $d$ dimensions:

$$\langle\Delta_i\rangle=0,\qquad \langle\Delta_i\Delta_j\rangle=\frac{a^2}{d}\,\delta_{ij}.$$

Isotropy makes the diffusion tensor a scalar $D$. Stretching all lengths by a factor $c$ multiplies squared displacements, and hence $D$, by $c^2$, while the waits are untouched. Since $D$ has the dimension length²/time, we expect

$$D(\omega)=\frac{a^2}{2d}\,W(\omega),$$

where $W$ is a rate fixed by $\psi$ and $\omega$. If $\psi$ contains a single time $\tau$, then $W=w(\omega\tau)/\tau$. Dimensions cannot supply the function $w$. They also cannot show that no other feature of the jump distribution enters; that follows from the independence of the jumps.

## What is meant by D at a frequency

Let $R(t)=\langle r^2(t)\rangle$ be the mean square displacement, with $R(0)=0$. Hats denote Laplace transforms, $\hat f(s)=\int_0^\infty e^{-st}f(t)\,dt$. I define

$$D(s)=\frac{s^2}{2d}\hat R(s),\qquad D(\omega)=\lim_{\epsilon\to0^+}D(s=\epsilon+i\omega).$$

The small damping $\epsilon$ is needed because $R$ grows with time. In this convention oscillations vary as $e^{+i\omega t}$.

One integration by parts gives $s\hat R=\int_0^\infty e^{-st}R'(t)\,dt$, because $R(0)=0$ and the damping removes the upper limit. Hence

$$D(s)=s\int_0^\infty e^{-st}\,\frac{R'(t)}{2d}\,dt .$$

The quantity $R'/2d$ is the spreading rate at time $t$. If it has a constant value $D_0$, the integral is $D_0/s$ and $D(s)=D_0$. A dependence on $s$ therefore records a spreading rate that changes with time since the start.

The start must be specified. Until stated otherwise, the first wait begins at $t=0$, as if each walker had just jumped. I call this a fresh start.

## Simplest case: exponential waits

Take $\psi(t)=e^{-t/\tau}/\tau$. The probability of still waiting at time $t$ is $e^{-t/\tau}$, so the jump probability per unit time, given that no jump has occurred, is

$$\frac{\psi(t)}{e^{-t/\tau}}=\frac1\tau .$$

It does not depend on how long the walker has waited. The mean number of jumps therefore grows at the constant rate $1/\tau$, and $\langle n(t)\rangle=t/\tau$.

After $n$ jumps, $\mathbf r=\sum_j\boldsymbol\Delta_j$ and

$$\langle r^2\rangle_n=\sum_{j=1}^n\langle\Delta_j^2\rangle+\sum_{i\ne j}\langle\boldsymbol\Delta_i\rangle\cdot\langle\boldsymbol\Delta_j\rangle=na^2 .$$

The averages in the second sum factorize by independence and vanish because the mean jump is zero. Because lengths and waits are independent, averaging over $n$ gives $R(t)=a^2\langle n(t)\rangle$ for any $\psi$. Here $R=a^2t/\tau$. With $\int_0^\infty e^{-st}t\,dt=1/s^2$,

$$D(s)=\frac{s^2}{2d}\,\frac{a^2}{\tau s^2}=\frac{a^2}{2d\tau}.$$

So $w=1$ for exponential waits. The general formula must reproduce this.

## General waits

Let $\Phi(t)=\int_t^\infty\psi(t')\,dt'$ be the probability that a wait exceeds $t$. Then $\Phi'=-\psi$ and $\Phi(0)=1$. Transforming the first relation gives $s\hat\Phi-1=-\hat\psi$, or

$$\hat\Phi(s)=\frac{1-\hat\psi(s)}{s}.$$

To have made exactly $n$ jumps by time $t$, a walker must complete $n$ waits and still be in the next one. The corresponding probability $P_n(t)$ is a convolution of $n$ factors $\psi$ and one factor $\Phi$. Transforms turn convolutions into products:

$$\hat P_n(s)=\hat\psi^n\,\frac{1-\hat\psi}{s}.$$

For $\mathrm{Re}\,s>0$, $|\hat\psi(s)|\le\int_0^\infty e^{-t\,\mathrm{Re}\,s}\psi(t)\,dt<1$, so the geometric series converges. Differentiating $\sum_n x^n=1/(1-x)$ and multiplying by $x$ gives $\sum_n nx^n=x/(1-x)^2$. Therefore

$$\langle\hat n(s)\rangle=\frac{1-\hat\psi}{s}\,\frac{\hat\psi}{(1-\hat\psi)^2}=\frac{\hat\psi}{s(1-\hat\psi)} .$$

Inserting $\hat R=a^2\langle\hat n\rangle$ into the definition cancels one power of $s$:

$$\boxed{D(s)=\frac{a^2}{2d}\,W(s),\qquad W(s)=\frac{s\hat\psi(s)}{1-\hat\psi(s)}}$$

At real frequency,

$$D(\omega)=\frac{a^2}{2d}\,\frac{i\omega\hat\psi(i\omega)}{1-\hat\psi(i\omega)} .$$

The limit onto the imaginary axis is safe for $\omega\neq0$. There $|\hat\psi|=1$ would require $e^{-i\omega t}$ to have one phase at every possible waiting time. Such times form a discrete set, on which a density carries no weight.

**Exponential limit.** Now $\hat\psi=1/(1+s\tau)$ and $1-\hat\psi=s\tau/(1+s\tau)$. Their ratio is $1/(s\tau)$, so $W=1/\tau$, as found by direct counting.

The converse also holds for a fresh start. If $W$ equals a positive constant $\Gamma$, then $s\hat\psi=\Gamma(1-\hat\psi)$, so $\hat\psi=\Gamma/(s+\Gamma)$. The transform determines the density, $\psi=\Gamma e^{-\Gamma t}$. Any other waiting law gives a frequency-dependent $D$ under this preparation.

## The same rate in the full propagator

The mean square displacement is one moment of the motion. For the whole distribution, let $\lambda(\mathbf k)=\langle e^{-i\mathbf k\cdot\boldsymbol\Delta}\rangle$. After $n$ independent jumps the Fourier factor is $\lambda^n$, hence

$$\hat P(\mathbf k,s)=\sum_{n=0}^\infty\lambda^n\hat\psi^n\frac{1-\hat\psi}{s}=\frac{1-\hat\psi}{s(1-\lambda\hat\psi)} .$$

In the reciprocal, write $1-\lambda\hat\psi=(1-\hat\psi)+\hat\psi(1-\lambda)$:

$$\frac1{\hat P}=s+\frac{s\hat\psi}{1-\hat\psi}(1-\lambda)=s+W(s)\,[1-\lambda(\mathbf k)] .$$

For wavelengths long compared with the jumps, $\lambda\simeq1-\tfrac12k_ik_j\langle\Delta_i\Delta_j\rangle=1-k^2a^2/2d$, with repeated indices summed. To this order

$$s\hat P-1=-D(s)\,k^2\hat P .$$

This is a diffusion equation with memory: the product $D(s)\hat P$ becomes a convolution over earlier times. For exponential waits the memory disappears and the ordinary diffusion equation returns.

## Low and high frequency

Suppose $\psi$ has mean $\tau$ and finite variance $v$. Its second moment is $v+\tau^2$, and at small $s$

$$\hat\psi=1-s\tau+\tfrac12s^2(v+\tau^2)+\dots$$

Then $1-\hat\psi=s\tau\,[1-s(v+\tau^2)/2\tau+\dots]$, and division gives

$$W=\frac1\tau\left[1-s\tau+s\,\frac{v+\tau^2}{2\tau}+\dots\right]=\frac1\tau\left[1+s\,\frac{v-\tau^2}{2\tau}+\dots\right].$$

The static limit is $D(0)=a^2/2d\tau$. Since $\langle\hat n\rangle=W/s^2$, the two terms correspond at long times to

$$\langle n(t)\rangle\to\frac t\tau+\frac{v-\tau^2}{2\tau^2}.$$

This holds for the finite-variance examples below, whose remaining terms decay exponentially. A broad distribution, $v>\tau^2$, leaves a surplus of jumps from the early period; a narrow one leaves a deficit. Exponential waits have $v=\tau^2$ and no offset.

At high frequency, integration by parts gives $s\hat\psi=\psi(0^+)+\int_0^\infty e^{-st}\psi'(t)\,dt$. If $\psi(0^+)$ is finite and $\psi'$ integrable, the last integral and $\hat\psi$ both vanish as $\omega\to\infty$, so

$$D(\infty)=\frac{a^2}{2d}\,\psi(0^+) .$$

Fast probing sees the jump rate of freshly arrived walkers; slow probing sees the long-run rate.

## Two waiting rates

Let each arrival draw a fast wait with probability $p$ or a slow one with probability $q=1-p$:

$$\psi(t)=p\gamma_fe^{-\gamma_ft}+q\gamma_se^{-\gamma_st} .$$

Put the transform over a common denominator, using $p+q=1$:

$$\hat\psi=\frac{p\gamma_f(s+\gamma_s)+q\gamma_s(s+\gamma_f)}{(s+\gamma_f)(s+\gamma_s)}=\frac{As+\gamma_f\gamma_s}{(s+\gamma_f)(s+\gamma_s)},$$

with $A=p\gamma_f+q\gamma_s=\psi(0)$. In $1-\hat\psi$ the terms $\gamma_f\gamma_s$ cancel, leaving the numerator $s(s+B)$, where

$$B=\gamma_f+\gamma_s-A=q\gamma_f+p\gamma_s .$$

The mean wait is $\tau=p/\gamma_f+q/\gamma_s=B/(\gamma_f\gamma_s)$. Consequently

$$W=\frac{As+\gamma_f\gamma_s}{s+B}=\frac1\tau+\left(A-\frac1\tau\right)\frac{s}{s+B} .$$

Setting $s=i\omega$ and multiplying numerator and denominator by $B-i\omega$ gives

$$\mathrm{Re}\,W=\frac1\tau+\left(A-\frac1\tau\right)\frac{\omega^2}{\omega^2+B^2},\qquad \mathrm{Im}\,W=\left(A-\frac1\tau\right)\frac{\omega B}{\omega^2+B^2}.$$

Expanding $AB-\gamma_f\gamma_s$ shows that $A-1/\tau=pq(\gamma_f-\gamma_s)^2/B\ge0$. The real part rises with frequency unless the waits reduce to a single exponential.

The rate $B$ has a direct meaning. Let $f$ be the fraction of walkers in slow waits. Slow walkers become fast at rate $p\gamma_s$, and fast ones become slow at rate $q\gamma_f$:

$$\dot f=q\gamma_f(1-f)-p\gamma_sf=q\gamma_f-Bf .$$

Thus $B$ is the rate at which the mixture of waiting types settles. Spreading slows because slow waits accumulate.

To return to time, use $\hat R=a^2W/s^2$ and $1/[s(s+B)]=[1/s-1/(s+B)]/B$:

$$R(t)=a^2\left[\frac t\tau+\frac{A-1/\tau}{B}\left(1-e^{-Bt}\right)\right].$$

### Numbers

Take a simple cubic lattice, $d=3$, with chosen parameters $a=0.5$ nm, $p=0.9$, $\gamma_f=10^8$ s⁻¹ and $\gamma_s=10^6$ s⁻¹. Then

$$\tau=\frac{0.9}{10^8}+\frac{0.1}{10^6}=1.09\times10^{-7}\ \text{s},\qquad \frac1\tau=9.174\times10^6\ \text{s}^{-1},$$

$$A=9.01\times10^7\ \text{s}^{-1},\qquad B=10^7+0.09\times10^7=1.09\times10^7\ \text{s}^{-1}.$$

With $a^2/2d=4.167\times10^{-20}$ m², the plateaus are

$$D(0)=3.82\times10^{-13}\ \text{m}^2/\text{s}=3.82\times10^{-9}\ \text{cm}^2/\text{s},$$

$$D(\infty)=3.75\times10^{-12}\ \text{m}^2/\text{s}=3.75\times10^{-8}\ \text{cm}^2/\text{s}.$$

Their ratio is $A\tau=9.82$. Initially 10% of the walkers are in slow waits; the stationary fraction is $(q/\gamma_s)/\tau=10^{-7}/(1.09\times10^{-7})\simeq92\%$.

At $\omega=B$, corresponding to 1.73 MHz, the transform is $\hat\psi=0.890267-0.106046\,i$. Therefore

$$W=iB\,\frac{0.890267-0.106046\,i}{0.109733+0.106046\,i}=(4.964+4.046\,i)\times10^7\ \text{s}^{-1},$$

and $D=(2.07+1.69\,i)\times10^{-12}$ m²/s. The real part lies midway between the plateaus because $\omega^2/(\omega^2+B^2)=1/2$. At $0.1B$ and $10B$ the imaginary parts are both $3.34\times10^{-13}$ m²/s: with $x=\omega/B$, the factor $x/(1+x^2)$ is unchanged by $x\to1/x$.

At $t=1/B=9.174\times10^{-8}$ s, the displacement formula gives

$$R=0.25\,[0.8417+7.4244(1-e^{-1})]\ \text{nm}^2=1.384\ \text{nm}^2.$$

The long-time surplus is 7.42 jumps, in agreement with $(v-\tau^2)/2\tau^2$.

These results were tested without the renewal formula. A master equation followed each walker's $x$ coordinate and waiting type. On a cubic lattice a jump changes $x$ by $\pm a$ with probability $1/6$ each and leaves it unchanged with probability $4/6$; by symmetry $R=3\langle x^2\rangle$. Its displacement, inserted into the definition of $D$, agreed with the formula to a relative $10^{-7}$ at the three frequencies. Giving both types the rate $1/\tau$ produced the constant $3.82\times10^{-13}$ m²/s.

## A two-stage wait reverses the trend

A rise with frequency is not a general property of these walks. Let a jump require two successive exponential stages, each of rate $g$. Then

$$\psi=g^2te^{-gt},\qquad \hat\psi=\frac{g^2}{(s+g)^2},\qquad 1-\hat\psi=\frac{s(s+2g)}{(s+g)^2},$$

and $W=g^2/(s+2g)$. Since $W(0)=g/2$,

$$\frac{D(\omega)}{D(0)}=\frac{2g}{2g+i\omega}.$$

The real part falls to zero. A fresh walker cannot jump until its first stage is complete, so $\psi(0)=0$ and spreading starts slowly. At $\omega=2g$ the ratio is $0.5-0.5\,i$. With $\tau=2/g$ and $v=2/g^2$, the long-time offset is $-1/4$ jump, which direct counting of completed stage pairs confirms. This monotonic fall belongs to the two-stage wait, not to narrow waits in general. Three stages give $W=g^3/(s^2+3gs+3g^2)$, whose real part is negative for $\omega>\sqrt3\,g$, and still sharper waits make it oscillate near $\omega=2\pi/\tau$. The high-frequency value is set by $\psi(0^+)$, not by $v$.

## Infinite mean wait and power-law response

The static limit used a finite $\tau$. Suppose instead that

$$\Phi(t)=(1+t/t_0)^{-\alpha},\qquad 0<\alpha<1 .$$

Its integral, the mean wait, diverges. For real $s>0$ put $x=st$:

$$\hat\Phi(s)=\frac{(st_0)^\alpha}{s}\int_0^\infty e^{-x}(x+st_0)^{-\alpha}\,dx .$$

As $st_0\to0$, the integral tends to $\Gamma(1-\alpha)$, where $\Gamma$ with an argument is the gamma function. Rotating the integration path gives the same leading form on the imaginary axis. Since $W=\hat\psi/\hat\Phi$ and $\hat\psi\to1$,

$$W(s)\simeq\frac{s^{1-\alpha}}{\Gamma(1-\alpha)\,t_0^\alpha},\qquad D(\omega)\simeq\frac{a^2}{2d}\,\frac{(i\omega)^{1-\alpha}}{\Gamma(1-\alpha)\,t_0^\alpha}.$$

Because $i^{1-\alpha}=e^{i\pi(1-\alpha)/2}$, the real and imaginary parts follow the same power and their ratio is constant. Measured ac conductivities of many disordered solids also follow an approximate power of frequency, but usually above a dc plateau, and the resemblance alone does not make this walk their cause. Here the power law is the low-frequency limit, $\omega t_0\ll1$; at high frequency $W$ saturates at $\psi(0)=\alpha/t_0$.

For $\alpha=0.6$ the predicted exponent is 0.4 and the phase 36°. Quadrature of the full transform gives a logarithmic slope of 0.4001 between $\omega t_0=10^{-10}$ and $10^{-8}$, and a phase of 36.00° at the lower end.

In time, $\hat R=a^2W/s^2\propto s^{-1-\alpha}$, so $R\propto t^\alpha$ at long times. The spreading rate keeps falling, and $D(\omega)\to0$ as $\omega\to0$.

## Changing the start

Now let observation begin at an arbitrary moment of a long-running walk with finite $\tau$. That moment falls in a wait of length $t'$ with probability density $t'\psi(t')/\tau$, since long waits occupy more time. Within it, the remaining time is uniform between 0 and $t'$. The density of the first observed wait is thus

$$h(t)=\int_t^\infty\frac{t'\psi(t')}{\tau}\,\frac{dt'}{t'}=\frac{\Phi(t)}{\tau},\qquad \hat h=\frac{1-\hat\psi}{s\tau}.$$

For $n\ge1$ the first factor $\hat\psi$ in $\hat P_n$ is replaced by $\hat h$. With $\sum_{n\ge1}n\hat\psi^{n-1}=1/(1-\hat\psi)^2$,

$$\langle\hat n\rangle=\hat h\,\frac{1-\hat\psi}{s}\,\frac1{(1-\hat\psi)^2}=\frac{\hat h}{s(1-\hat\psi)}=\frac1{s^2\tau}.$$

Hence $D=a^2/2d\tau$ at every frequency, whatever the shape of $\psi$. The two-rate lattice confirms this: starting its waiting types in their stationary proportions gives $3.82\times10^{-13}$ m²/s at all three frequencies, although the waits are not exponential.

This limits the use of the boxed formula. It describes walkers prepared together at the start of a wait, for example carriers that have all just been trapped. An equilibrium ac conductivity is governed by stationary fluctuations, for which this walk has no dispersion. Multiplying the fresh-start $D(\omega)$ by carrier density and squared charge over thermal energy does not produce that conductivity when $\psi$ is the actual density of independent waits. The statement does not extend to models in which $\psi$ is only an effective function, defined by $\hat\psi=W/(s+W)$ from the spreading of a walk with correlated hops. A chain whose barriers alternate between hop rates $\Gamma_1$ and $\Gamma_2$, started in equilibrium, has $W=W_0+(A-W_0)\,s/(s+B)$ with $W_0=4\Gamma_1\Gamma_2/(\Gamma_1+\Gamma_2)$, $A=\Gamma_1+\Gamma_2$ and $B=2(\Gamma_1+\Gamma_2)$. This is the two-rate form, and here it does give the equilibrium conductivity, although the real residence time on every site is a single exponential.

Dispersion in a stationary state with finite $\tau$ requires relaxing another assumption. If successive jumps tend to reverse each other, the cross terms in $\langle r^2\rangle$ survive. Letting jump lengths depend on the waits is not enough by itself. If the jumps remain instantaneous and their directions random and independent, the cross terms still vanish; in a stationary state jumps of every length arrive at constant rates, so $R=a^2t/\tau$ again. For infinite $\tau$ the density $h$ cannot be normalized, so there is no stationary start of this kind, and the time since preparation remains part of the problem.

## Values computed for the example and the checks

```
jump length a = 0.50 nm; dimension d = 3
fast-wait probability p = 0.90
fast rate = 1.000e+08 1/s; slow rate = 1.000e+06 1/s
mean wait tau = 1.09000e-07 s
waiting-time variance v = 1.88299e-13 s^2
mean jump rate 1/tau = 9.17431e+06 1/s
initial jump rate A = 9.01000e+07 1/s
relaxation rate B = 1.09000e+07 1/s
relaxation frequency B/(2 pi) = 1.73479e+06 Hz
a^2/(2d) = 4.16667e-20 m^2
low-frequency D = 3.82263e-13 m^2/s = 3.82263e-09 cm^2/s
high-frequency D = 3.75417e-12 m^2/s = 3.75417e-08 cm^2/s
plateau ratio = 9.8209
psi(i B) = 0.890267 -0.106046 i
W(i B) = 4.96372e+07 +4.04628e+07 i 1/s
omega = 0.1 B = 1.09000e+06 rad/s:
  lattice D = 4.15648e-13 +3.33852e-13 i m^2/s
  exponential waits, Re D = 3.82263e-13 m^2/s
  stationary start, Re D = 3.82263e-13 m^2/s
omega = 1 B = 1.09000e+07 rad/s:
  lattice D = 2.06821e-12 +1.68595e-12 i m^2/s
  exponential waits, Re D = 3.82263e-13 m^2/s
  stationary start, Re D = 3.82263e-13 m^2/s
omega = 10 B = 1.09000e+08 rad/s:
  lattice D = 3.72078e-12 +3.33852e-13 i m^2/s
  exponential waits, Re D = 3.82263e-13 m^2/s
  stationary start, Re D = 3.82263e-13 m^2/s
time 1/B = 9.17431e-08 s
mean square displacement at 1/B = 1.38370 nm^2
D from late slope = 3.82263e-13 m^2/s
late excess number of jumps = 7.42438
two-stage wait, D(omega=2g)/D(0) = 0.50000 -0.50000 i
two-stage wait, late excess jumps = -0.25000
power-law waits: alpha = 0.60
  log slope, omega t0 from 1e-10 to 1e-8 = 0.40010
  phase at omega t0 = 1e-10: 36.0037 degrees
```
